# Why computed flexural phonons of monolayers turn linear or imaginary, part 1

(Sections cited here and not found follow in the second part.)

A free-standing monolayer can be tilted as a whole at no cost in energy. A long out-of-plane wave $u_z\propto e^{iqx}$ is, to first order in $q$, a local tilt, so its energy should begin with the curvature $q^2u_z$, and the flexural acoustic (ZA) branch should follow $\omega\propto q^2$. A branch interpolated from computed force constants can instead leave $\Gamma$ linearly, or with $\omega^2<0$, although the acoustic sum rule is satisfied. A $q^2$ term in $\omega^2$ gives the first case when it is positive and the second when it is negative; a term linear in $|q|$, derived below, or a negative quartic coefficient can also make $\omega^2<0$. The $q^2$ term is an artefact when the force constants break rotational invariance, but it is real physics when the layer is under stress, and the two cases need different treatment.

## Conventions and the three conditions

The treatment is harmonic. The force constants $\Phi_{i\alpha,j\beta}=\partial^2E/\partial u_{i\alpha}\partial u_{j\beta}$ are real, periodic, symmetric under $(i\alpha)\leftrightarrow(j\beta)$, and short-ranged, so that their moments converge; a dipolar tail, as in a polar layer, falls outside this assumption. The layer lies in the $xy$ plane. Atom $i$ belongs to sublattice $\kappa$ of the reference cell, $j$ runs over all atoms, $\mathbf d=\mathbf r_j-\mathbf r_i$, and the heights obey $\sum_\kappa z_\kappa=0$. The wave vector $\mathbf q$ is in-plane, repeated indices are summed, and $M$ and $A$ are the mass and area of the cell. With $\mathbf u_j=\mathbf u_{\kappa'}e^{i\mathbf q\cdot\mathbf r_j}$ the modes obey $Cu=\omega^2\mathsf m u$, where $\mathsf m$ is the mass matrix and $C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_{j\in\kappa'}\Phi_{i\alpha,j\beta}e^{i\mathbf q\cdot\mathbf d}$.

A rigid translation produces no force, which is the acoustic sum rule (ASR), $\sum_j\Phi_{i\alpha,j\beta}=0$. A rigid rotation $u_{j\beta}=\Omega_{\beta\gamma}r_{j\gamma}$, with $\Omega$ antisymmetric, rotates the existing forces: $-\sum_j\Phi_{i\alpha,j\beta}\Omega_{\beta\gamma}r_{j\gamma}=\Omega_{\alpha\gamma}F_{i\gamma}$. At zero forces the right side vanishes. The ASR allows $\mathbf r_j$ to be replaced by $\mathbf d$, and since $\Omega$ is an arbitrary antisymmetric matrix, the Born–Huang rotation condition follows:

$$R_{\kappa\alpha,\beta\gamma}\equiv\sum_j\left(\Phi_{i\alpha,j\beta}d_\gamma-\Phi_{i\alpha,j\gamma}d_\beta\right)=0.\tag{1}$$

The Huang conditions concern second moments:

$$[\alpha\beta,\gamma\lambda]\equiv-\tfrac12\sum_{i\in\text{cell}}\sum_j\Phi_{i\alpha,j\beta}d_\gamma d_\lambda,\qquad[\alpha\beta,\gamma\lambda]=[\gamma\lambda,\alpha\beta].\tag{2}$$

In (1) and (2) all indices are Cartesian, $z$ included. From here on $\gamma,\lambda$ contracted with $\mathbf q$ are in-plane.

## The long-wave acoustic matrix

Expanding the phase gives $C=C_0+iC_1+C_2+\dots$, with $C_0=\sum\Phi$, $C_1=\sum\Phi\,(\mathbf q\cdot\mathbf d)$ and $C_2=-\frac12\sum\Phi\,(\mathbf q\cdot\mathbf d)^2$. All three are real; since $C$ is Hermitian, $C_1$ is antisymmetric. Let $t_\alpha$ be the uniform translation, with unit displacement on every atom. The ASR says $C_0t_\alpha=0$. Assume that no optical frequency vanishes at $\Gamma$, let $P$ project on the space orthogonal to the $t_\alpha$, and let $G$ be the pseudo-inverse of $C_0$, so that $GC_0=C_0G=P$ and $C_0GC_0=C_0$.

Write $u=a_\alpha t_\alpha+v$ with $v=Pv$. Applying $P$ to the mode equation and keeping first order in $q$ gives $C_0v+iPC_1t_\alpha a_\alpha=0$, so $v=-iGC_1t_\alpha a_\alpha$. The inertial terms are dropped here because $\omega$ is far below the optical frequencies; they correct $M\omega^2$ by a relative amount that vanishes as $q\to0$. Multiplying the mode equation by $t_\alpha^T$, using $t_\alpha^T\mathsf mt_\beta=M\delta_{\alpha\beta}$ and $t_\alpha^T(iC_1)(-iGC_1t_\beta)=t_\alpha^TC_1GC_1t_\beta=-(C_1t_\alpha)^TG(C_1t_\beta)$, gives $Ka=M\omega^2a$ with

$$K_{\alpha\beta}=i\,t_\alpha^TC_1t_\beta+t_\alpha^TC_2t_\beta-(C_1t_\alpha)^TG\,(C_1t_\beta)+O(q^3).\tag{3}$$

The second term is the clamped-ion stiffness $[\alpha\beta,\gamma\lambda]q_\gamma q_\lambda$, and the third is the reduction by internal relaxation.

The first term is $iS_{\alpha\beta\gamma}q_\gamma$ with $S_{\alpha\beta\gamma}=\sum_{ij}\Phi_{i\alpha,j\beta}d_\gamma$. Exchanging the labels $i$ and $j$ reverses $\mathbf d$, so $S_{\alpha\beta\gamma}=-S_{\beta\alpha\gamma}$. Condition (1) gives $S_{\alpha\beta\gamma}=S_{\alpha\gamma\beta}$. Alternating the two rules,

$$S_{\alpha\beta\gamma}=S_{\alpha\gamma\beta}=-S_{\gamma\alpha\beta}=-S_{\gamma\beta\alpha}=S_{\beta\gamma\alpha}=S_{\beta\alpha\gamma}=-S_{\alpha\beta\gamma}=0.$$

An inversion centre also forces $S=0$, since it maps each pair onto one with the same $\Phi$ and opposite $\mathbf d$. With neither, $iS\cdot\mathbf q$ is $i$ times an antisymmetric $3\times3$ matrix, with eigenvalues $0,\pm c|q|$, where $c\ge0$ depends on the direction of $\mathbf q$; unless another symmetry forces $c=0$, one acoustic branch has $M\omega^2=-c|q|$.

## The flexural element

Take $\beta=z$ in (1) to trade the in-plane moment for the vertical one:

$$(C_1t_z)_{\kappa\alpha}=q_\gamma\sum_j\Phi_{i\alpha,jz}d_\gamma=q_\gamma R_{\kappa\alpha,z\gamma}+q_\gamma\sum_j\Phi_{i\alpha,j\gamma}(z_j-z_i).$$

The $z_i$ term vanishes by the ASR, and $z_j$ depends on the sublattice alone. Hence

$$C_1t_z=C_0w+\rho,\qquad w_{\kappa\gamma}=q_\gamma z_\kappa,\qquad\rho_{\kappa\alpha}=R_{\kappa\alpha,z\gamma}q_\gamma,$$

with $Pw=w$ because the heights sum to zero. For $\rho=0$ the relaxation is $v=-iw$, that is $u_\gamma=-z\,\partial_\gamma u_z$: the in-plane shift that completes the vertical wave to a local rigid tilt.

The relaxation term expands as $(C_0w+\rho)^TG(C_0w+\rho)=w^TC_0w+2w\cdot\rho+\rho^TG\rho$. Its first piece is $q_\gamma q_\lambda\sum_{ij}\Phi_{i\gamma,j\lambda}z_iz_j$. Insert $z_iz_j=-\frac12d_z^2+\frac12z_i^2+\frac12z_j^2$. The $z_i^2$ term vanishes by the ASR, and so does the $z_j^2$ term after exchanging the labels. What remains is $[\gamma\lambda,zz]q_\gamma q_\lambda$, so at order $q^2$

$$K_{zz}=q_\gamma q_\lambda\big([zz,\gamma\lambda]-[\gamma\lambda,zz]\big)-2\,w\cdot\rho-\rho^TG\rho.\tag{4}$$

The ASR alone constrains none of the three terms. The first is the Huang residual. The second is linear in the rotation residual, has either sign, and contains the heights explicitly through $w$, in addition to any dependence of $\rho$ on them. The third is never positive when $C_0$ is positive semi-definite. For a strictly flat layer $w=0$ and $[\gamma\lambda,zz]=0$; the mirror plane leaves only $\rho_{\kappa z}=q_\gamma\sum_j\Phi_{iz,jz}d_\gamma$, whose coefficient is an in-plane vector and vanishes at a threefold site. In a flat honeycomb that keeps its symmetry, $K_{zz}=[zz,\gamma\lambda]q_\gamma q_\lambda$ and the Huang condition is the one that matters. In a buckled layer both matter.

The ZA mode also couples to the in-plane acoustic modes. For $R=0$, (3) gives $K_{\alpha z}=q_\gamma q_\lambda[\alpha z,\gamma\lambda]-(C_1t_\alpha)\cdot w$. The last term is $q_\gamma q_\lambda\sum_{ij}z_i\Phi_{i\gamma,j\alpha}d_\lambda$, which (1) turns into $q_\gamma q_\lambda\sum_{ij}z_i\Phi_{i\gamma,j\lambda}d_\alpha$. On the other hand,

$$[\gamma\lambda,\alpha z]=-\tfrac12\sum_{ij}\Phi_{i\gamma,j\lambda}d_\alpha(z_j-z_i)=\tfrac12\sum_{ij}z_i\left(\Phi_{i\gamma,j\lambda}+\Phi_{i\lambda,j\gamma}\right)d_\alpha,$$

where the labels were exchanged in the $z_j$ term. Contraction with $q_\gamma q_\lambda$ makes the two halves equal, so

$$K_{\alpha z}=q_\gamma q_\lambda\big([\alpha z,\gamma\lambda]-[\gamma\lambda,\alpha z]\big)\qquad(R=0).\tag{5}$$

Let $K_\parallel$ be the in-plane block, of order $q^2$ and assumed positive definite. Eliminating it gives

$$M\omega^2=K_{zz}-K_{z\alpha}\left[(K_\parallel-M\omega^2)^{-1}\right]_{\alpha\beta}K_{\beta z}.\tag{6}$$

When (1) and (2) hold, (4) and (5) vanish at order $q^2$. Real $\Phi$ gives $K(-\mathbf q)=K(\mathbf q)^*$, so the real element $K_{zz}$ is even in $q$ and starts at $q^4$. The coupling starts no earlier than $q^3$ and contributes $q^6/q^2=q^4$. Therefore $M\omega^2=A\kappa_bq^4$ at leading order. The argument fixes the power, but neither the size nor the sign of $\kappa_b$. A plate with energy $\frac12\kappa_b(\partial_x^2u_z)^2$ per area has this dispersion and costs $A\kappa_b/2R_c^2$ per cell when rolled to radius $R_c$, which identifies $\kappa_b$ as the bending rigidity at fixed axial length; the model below tests this identification for a layer with inversion symmetry. If the two faces are inequivalent, curvature can couple to strain: a tube free to change its length can then be softer than $\kappa_b$, and its energy can also contain a term linear in $1/R_c$. When the conditions are broken, (6) shows that a $q^2$ coupling pushes the ZA eigenvalue below $K_{zz}$ as long as ZA is the lowest branch.

## Stress as a physical Huang violation

Assume the energy is a smooth function $f(\{s_b\})$ of squared distances $s_b=|\mathbf d_b|^2$, which makes it invariant, and that all forces vanish. A relative displacement $\Delta\mathbf u_b$ changes $s_b$ by $2\mathbf d_b\cdot\Delta\mathbf u_b+|\Delta\mathbf u_b|^2$, so the second-order energy is

$$E_2=\sum_bf_b|\Delta\mathbf u_b|^2+2\sum_{bb'}f_{bb'}(\mathbf d_b\cdot\Delta\mathbf u_b)(\mathbf d_{b'}\cdot\Delta\mathbf u_{b'}),$$

with $f_b,f_{bb'}$ the first and second derivatives. A homogeneous strain gives $\delta s_b=2d_\alpha\epsilon_{\alpha\beta}d_\beta$, so the two-dimensional stress, positive in tension, is $A\sigma_{\alpha\beta}=2\sum_bf_bd_\alpha d_\beta$ per cell.

Here $\rho=0$ and the relaxed wave is $u=t_z-iw$. Its quadratic form is $u^\dagger Cu=t_z^TC_2t_z-2w^TC_0w+w^TC_0w=K_{zz}$, and the real wave $\mathrm{Re}(ue^{i\mathbf q\cdot\mathbf r})$ has energy $\frac14u^\dagger Cu$ per cell, one half from the harmonic form and one half from the spatial average. To first order the complex amplitude is $\Delta\mathbf u=i(\mathbf q\cdot\mathbf d)\hat{\mathbf z}-i\mathbf q\,d_z$. Then $\mathbf d\cdot\Delta\mathbf u=i(\mathbf q\cdot\mathbf d)d_z-i(\mathbf q\cdot\mathbf d)d_z=0$, so the $f_{bb'}$ term is $O(q^4)$. The average of $|\Delta\mathbf u|^2$ is $\frac12[(\mathbf q\cdot\mathbf d)^2+q^2d_z^2]$, so $K_{zz}=2\sum_bf_b[(\mathbf q\cdot\mathbf d)^2+q^2d_z^2]=A(\sigma_{\gamma\lambda}q_\gamma q_\lambda+\sigma_{zz}q^2)$. The same bilinear form between $t_\alpha$, for which $\Delta\mathbf u=i(\mathbf q\cdot\mathbf d)\hat{\boldsymbol\alpha}$, and $u$ gives $K_{\alpha z}=2\sum_bf_b(-i\mathbf q\cdot\mathbf d)(-iq_\alpha d_z)=-A\sigma_{\gamma z}q_\gamma q_\alpha$; there the $f_{bb'}$ term is $O(q^3)$. In a monolayer the strain $u_\alpha=\epsilon z$ is a periodic displacement of the sublattices, whose first-order energy $-\epsilon\sum_\kappa F_{\kappa\alpha}z_\kappa$ is zero, so $\sigma_{\alpha z}=0$ for all $\alpha$. Comparison with (4) gives

$$[zz,\gamma\lambda]-[\gamma\lambda,zz]=A\sigma_{\gamma\lambda},\qquad\frac{M\omega^2}{A}=\sigma_{\gamma\lambda}q_\gamma q_\lambda+\kappa_bq^4.\tag{7}$$

This Huang condition thus expresses rotational invariance together with zero stress. Tension gives the linear branch of a drumhead, with velocity $\sqrt{A\sigma/M}$. Compression gives $\omega^2<0$ below $q^*=\sqrt{|\sigma|/\kappa_b}$, a true buckling instability of the flat layer. The estimate of $q^*$ neglects $q^6$ terms and the strain dependence of $\kappa_b$.

## How large: a buckled honeycomb model

The model has two atoms of 30 u ($M=2m$), A at $z=-h/2$ and B at $+h/2$, with springs $\phi=\frac12k(r-r_0)^2$ on three neighbour shells: $k=10,\ 2,\ 0.5$ eV/Å² and $r_0=2,\ 3,\ 3.5$ Å. These are round parameters and describe no material. The rest lengths are incompatible, so the relaxed layer ($a=2.99004$ Å, $h=1.00461$ Å, $A=7.7426$ Å²) has zero force and stress with internal tensions $\phi'=-0.02660,\ -0.01991,\ +0.04790$ eV/Å. For a spring, with $\tau=\phi'/r$, differentiating twice gives $\Phi_{ij}=-[(k-\tau)\mathbf{dd}/r^2+\tau\mathbb 1]$. The numerical check that accompanies this section tests (4) against the full Schur complement, (3) against diagonalization and (7) against finite differences of the energy.

The relaxed model has $[zz,xx]=[xx,zz]=12.003$ eV. The quadratic branch therefore rests on the cancellation of two large numbers, against a remainder $A\kappa_bq^2$ per $q^2$. The phonons give $\kappa_b=1.295$ eV, the full energy of a relaxed cylinder gives the same value, and $A\kappa_b=7.7426\times1.2952=10.03$ eV Å². At $q=0.01$ Å⁻¹ the remainder is $10.03\times10^{-4}\approx0.001$ eV, about $10^{-4}$ of either bracket. The limit $\omega/q^2=213.2$ cm⁻¹ Å² predicts 2.132 cm⁻¹ at 0.1 Å⁻¹ and 8.53 at 0.2; diagonalization gives 2.116 and 8.27, lower by 0.8 % and 3 %, growing as $q^2$ as a $q^6$ term in $\omega^2$ requires.

The rotation and Huang conditions together remove the $q^2$ term from $\omega^2$, while real in-plane stress restores it, and the relaxed model shows the expected quadratic branch. What remains is to measure the effects of stress, truncation, supercell folding and noise in this model, and to impose the conditions without removing a physical stress term.
